# Second-order energy of a closed-shell atom: radial formula and neon, part 2

We seek the second-order Møller–Plesset energy $E_2$ of a closed-shell atom with nuclear charge $Z$, in Hartree atomic units, with $[x]=2x+1$. Occupied shells $a,b$ and virtual shells $r,s$ have orbitals $P_{nl}(r)Y_{lm}(\hat{\mathbf r})/r$ with real $P_{nl}$ and $m$-independent energies $\varepsilon$. After the spin sum,

$$E_2=-\sum_{ab\,rs}\ \sum_{m_am_bm_rm_s}\frac{2\langle ab|rs\rangle^2-\langle ab|rs\rangle\langle ab|sr\rangle}{\Delta},\qquad \Delta=\varepsilon_r+\varepsilon_s-\varepsilon_a-\varepsilon_b .\tag{3}$$

Here electron 1 goes from $a$ to $r$ and electron 2 from $b$ to $s$. We write $E_2=\sum_{a\le b}e_{ab}$, where $e_{ab}$ collects both orders of the pair.

The angular tools are

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{[J]}\begin{pmatrix}j_1&j_2&J\\ m_1&m_2&-M\end{pmatrix},\tag{4}$$

$$\sum_{m_1m_2}\langle l_1m_1l_2m_2|LM\rangle\,Y_{l_1m_1}Y_{l_2m_2}=\sqrt{\frac{[l_1][l_2]}{4\pi[L]}}\,\langle l_10\,l_20|L0\rangle\,Y_{LM},\tag{6}$$

$$\begin{Bmatrix}j_1&j_2&j_3\\ j_4&j_5&j_6\end{Bmatrix}=\sum_{m_1\dots m_6}(-1)^{\Theta}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\ m_1&-m_5&m_6\end{pmatrix}\begin{pmatrix}j_4&j_2&j_6\\ m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix},\tag{8}$$

$$\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}=(-1)^g\sqrt{\tau(abc)}\,\frac{g!}{(g-a)!\,(g-b)!\,(g-c)!},\tag{9}$$

with $\Theta=\sum_i(j_i-m_i)$, $2g=a+b+c$ and $\tau(abc)=(a+b-c)!\,(a-b+c)!\,(b+c-a)!/(a+b+c+1)!$. Exchanging two columns of a 3j symbol, or reversing its lower row, gives the factor $(-1)^{j_1+j_2+j_3}$.

With $C^k_q=\sqrt{4\pi/[k]}\,Y_{kq}$, the interaction and its integrals are

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma)=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_{-q}(1)\,C^k_q(2),\tag{11}$$

$$v^k_{bs}(r_1)=\int_0^\infty \frac{r_<^k}{r_>^{k+1}}P_b(r_2)P_s(r_2)\,dr_2,\qquad R^k(ab;rs)=\int_0^\infty P_a P_r\,v^k_{bs}\,dr_1 ,\tag{12}$$

$$\langle ab|rs\rangle=\sum_kX_k(ab;rs)\,\omega^k(ab;rs),\qquad X_k(ab;rs)=R^k(ab;rs)\,\langle l_a\|C^k\|l_r\rangle\langle l_b\|C^k\|l_s\rangle,\tag{13}$$

$$\omega^k(ab;rs)=\sum_q(-1)^{q+l_a-m_a+l_b-m_b}\begin{pmatrix}l_a&k&l_r\\-m_a&-q&m_r\end{pmatrix}\begin{pmatrix}l_b&k&l_s\\-m_b&q&m_s\end{pmatrix}.\tag{14}$$

The reduced elements are $\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{[l][l']}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}$, so $l_a+k+l_r$ and $l_b+k+l_s$ must be even.

All orbitals are eigenfunctions of the Fock operator $F$, with radial form

$$F_l=h_l+\sum_b2[l_b]\,v^0_{bb}-\sum_b\sum_k[l_b]\begin{pmatrix}l&k&l_b\\0&0&0\end{pmatrix}^2K^k_b,\qquad h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,\tag{15}$$

where $(K^k_bP)(r)=P_b(r)\,v^k_{bP}(r)$. The magnetic sums are

$$\sum_m\langle ab|rs\rangle^2=\sum_k\frac{X_k(ab;rs)^2}{[k]},\tag{16}$$

$$\sum_m\langle ab|rs\rangle\langle ab|sr\rangle=\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_a&l_r&k\\ l_b&l_s&k'\end{Bmatrix}X_k(ab;rs)\,X_{k'}(ab;sr).\tag{18}$$

### 6. Resolution into LS terms of the pair

Couple the orbital momenta of the two electrons, $|(ab)LM\rangle=\sum\langle l_am_al_bm_b|LM\rangle\,a(1)\,b(2)$. The operator $g=1/r_{12}$ commutes with the total $\mathbf L$ of the two electrons. It commutes with $L^2$ and $L_z$, so it is diagonal in $L$ and $M$. It commutes with $L_\pm$, so with $L_+|LM\rangle=c|L\,M{+}1\rangle$ one has $c^2\langle L\,M{+}1|g|L\,M{+}1\rangle=\langle LM|L_-gL_+|LM\rangle=\langle LM|g\,L_-L_+|LM\rangle=c^2\langle LM|g|LM\rangle$, and the element is independent of $M$. Call it $V_L(ab;rs)=\langle(ab)LM|g|(rs)LM\rangle$ and average it over $M$. The factor $1/[L]$ of the average cancels the two factors $\sqrt{[L]}$ from (4), and the two phases from (4) multiply to $(-1)^{l_a+l_b+l_r+l_s}=1$. With (13) and (14), the coefficient of $X_k$ is

$$\sum(-1)^{q+l_a+l_b+M}\begin{pmatrix}l_a&l_b&L\\ m_a&m_b&-M\end{pmatrix}\begin{pmatrix}l_a&l_r&k\\-m_a&m_r&-q\end{pmatrix}\begin{pmatrix}l_s&l_b&k\\ m_s&-m_b&q\end{pmatrix}\begin{pmatrix}l_s&l_r&L\\-m_s&-m_r&M\end{pmatrix}.\tag{21}$$

Here $m_a+m_b=M$ was used in the phase. The last symbol comes from $\langle l_rm_rl_sm_s|LM\rangle$ by one column exchange and one sign reversal, whose factors $(-1)^{l_r+l_s+L}$ cancel each other. Comparison with (8) gives $(j_1,\dots,j_6)=(l_a,l_b,L,l_s,l_r,k)$ and $(m_1,\dots,m_6)=(-m_a,-m_b,M,m_s,-m_r,-q)$. Then $\sum_ij_i\equiv L+k$, and $\sum_im_i=m_s-m_r-q\equiv M+q$. The phase in (21) is therefore $(-1)^\Theta(-1)^{l_a+l_b+L+k}$, and $l_a+k\equiv l_r$ gives

$$V_L(ab;rs)=(-1)^{l_r+l_b+L}\sum_k\begin{Bmatrix}l_a&l_b&L\\ l_s&l_r&k\end{Bmatrix}X_k(ab;rs).\tag{22}$$

Let $P_{12}$ exchange the coordinates of the two electrons. In $P_{12}|(rs)LM\rangle$ electron 1 occupies $s$ and electron 2 occupies $r$, with the coefficient $\langle l_rm_rl_sm_s|LM\rangle$. By (4) and one column exchange this coefficient is $(-1)^{l_r+l_s+L}\langle l_sm_sl_rm_r|LM\rangle$, so

$$P_{12}|(rs)LM\rangle=(-1)^{l_r+l_s+L}|(sr)LM\rangle,\qquad W_L\equiv\langle(ab)LM|g\,P_{12}|(rs)LM\rangle=(-1)^{l_r+l_s+L}\,V_L(ab;sr).\tag{23}$$

The $m$ sums in (3) are traces of products of the matrices of $g$ and $gP_{12}$ between the product states $a(1)b(2)$ and $r(1)s(2)$, since $\langle ab|sr\rangle=\langle ab|gP_{12}|rs\rangle$. A trace is unchanged by the orthogonal transformation to coupled states, in which both matrices are diagonal, so

$$\sum_m\langle ab|rs\rangle^2=\sum_L[L]V_L^2,\qquad\sum_m\langle ab|rs\rangle\langle ab|sr\rangle=\sum_L[L]V_LW_L.\tag{24}$$

Equations (16) and (18) evaluate the same two sums. Their agreement with (24) for arbitrary $X_k$ is the orthogonality relation of the 6j symbols and Racah's sum rule, which are thereby obtained for the parity-allowed $k,k'$ that occur here and need not be assumed.

The summand $2V_L^2-V_LW_L$ is not symmetric in $r$ and $s$, but under the unrestricted sum $\sum_{rs}W_L^2/\Delta=\sum_{rs}V_L^2/\Delta$ by renaming. It may be replaced by $V^2+W^2-VW$, and

$$V^2+W^2-VW=\tfrac14(V+W)^2+\tfrac34(V-W)^2,\tag{25}$$

as is seen from the squares ($\frac14+\frac34=1$) and the cross terms ($\frac12-\frac32=-1$). The weights are $[S]/4$ with $S=0$ and $S=1$, so

$$e_{ab}=\sum_{LS}e(ab;{}^{2S+1}L),\qquad e(ab;{}^{2S+1}L)=-(2-\delta_{ab})\frac{[L][S]}4\sum_{rs}\frac{\big(V_L+(-1)^SW_L\big)^2}{\Delta}.\tag{26}$$

Each term is negative when all $\Delta>0$. For $a=b$, inserting $P_{12}^2=1$ and using $P_{12}|(aa)LM\rangle=(-1)^L|(aa)LM\rangle$ from (23) gives $V_L=(-1)^LW_L$. The bracket is then $2V_L$ for even $L+S$ and zero for odd $L+S$, which is the Pauli rule for two equivalent electrons: $2p^2$ yields $^1S$, $^3P$ and $^1D$ only, with $e=-[L][S]\sum_{rs}V_L^2/\Delta$.

The meaning of $S$ follows from the normalised pair function $\Phi=|(aa)LM\rangle$ for $a=b$ and $\Phi=2^{-1/2}\,(1+(-1)^SP_{12})|(ab)LM\rangle$ for $a\ne b$. It is symmetric in space for $S=0$ and antisymmetric for $S=1$, as a spin singlet and a spin triplet require. Its matrix element with $|(rs)LM\rangle$ squares to $(2-\delta_{ab})(V_L+(-1)^SW_L)^2/4$ in both cases, so (26) says

$$e(ab;{}^{2S+1}L)=[L][S]\,\langle\Phi|g|u\rangle,\qquad (F_1+F_2-\varepsilon_a-\varepsilon_b)\,u=-Q\,g\,\Phi,\tag{27}$$

where $Q$ projects on products of two virtual orbitals and $u$ is the first-order pair function. The energies in (26) include the multiplicity $[L][S]$; an energy per pair state is obtained by dividing by it. The labels $L,S$ belong to the pair that is excited. The atom as a whole stays in $^1S$.

Equation (27) also settles how the continuum of virtual states may be discretised. On the range of $Q$ the operator $\mathcal A=F_1+F_2-\varepsilon_a-\varepsilon_b$ is positive. For a trial function $\tilde u=u+\eta$ the Hylleraas functional $J=\langle\tilde u|\mathcal A|\tilde u\rangle+2\langle\tilde u|g|\Phi\rangle$ equals $\langle\Phi|g|u\rangle+\langle\eta|\mathcal A|\eta\rangle$, because the terms linear in $\eta$ cancel by (27). In a finite radial basis that represents the occupied orbitals accurately, the eigenvectors of the Fock matrix diagonalise $\mathcal A$, and the discrete sum in (26) is the minimum of $J$ in that space. It approaches the true pair energy from above, although the single discrete states have no physical meaning.

A channel is a pair of values $\{l_r,l_s\}$, taken in both orders. The partial wave $l$ is defined here as the set of channels with $\max(l_r,l_s)=l$, so that the sum up to $l$ is what a radially complete basis with functions up to $l$ delivers. This is a convention; other groupings give different increments and the same total. Because it is symmetric in $r$ and $s$, the step to (25) holds in each partial wave separately.

### 7. Behaviour at large angular momentum

Consider a channel whose $l_r$ and $l_s$ exceed all occupied $l$, so that $Q$ is the identity there. In (15) the centrifugal term $l(l+1)/2r^2$ outweighs the nuclear, Coulomb and exchange terms and the orbital energies by a factor of order $l^2$ wherever $\Phi$ is appreciable, so $\mathcal A$ may be replaced by the kinetic energy $T_1+T_2$ with a relative error of order $l^{-2}$. High angular momenta arise only from the singularity of $g\Phi$ at $r_{12}=0$. From $\nabla_1^2r_{12}=\nabla_2^2r_{12}=2/r_{12}$ and $\nabla_1r_{12}=-\nabla_2r_{12}=\hat{\mathbf r}_{12}$,

$$(T_1+T_2)\big(\tfrac12r_{12}\Phi\big)=-\frac{\Phi}{r_{12}}-\tfrac12\,\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2)\Phi+\tfrac12r_{12}(T_1+T_2)\Phi .\tag{28}$$

For a singlet $\Phi$ is even in $\mathbf r_{12}$, so $(\nabla_1-\nabla_2)\Phi$ vanishes linearly at coalescence, and the last two terms are of order $r_{12}$, two powers weaker than the first. The partial wave $l$ probes distances $r_{12}\sim r/l$, so $u=\frac12r_{12}\Phi$ solves (27) in the high channels up to a relative error of order $l^{-2}$.

For two $s$ shells the increment can now be computed directly. Write $\Phi=\varphi(r_1,r_2)/(4\pi r_1r_2)$ with symmetric $\varphi$, and $y=r_</r_>$. The Legendre components of $r_{12}$ follow from $r_{12}=(r_1^2+r_2^2-2r_1r_2x)/r_{12}$ with $x=\cos\gamma$, the expansion (11), and $xP_k=[(k+1)P_{k+1}+kP_{k-1}]/(2k+1)$. The coefficient of $P_l$ is

$$r_>\Big[y^l+y^{l+2}-\frac{2l}{2l-1}y^l-\frac{2(l+1)}{2l+3}y^{l+2}\Big]=r_>\Big[\frac{y^{l+2}}{2l+3}-\frac{y^l}{2l-1}\Big].\tag{29}$$

The angular integral is $\iint P_l^2\,d\Omega_1d\Omega_2=(4\pi)^2/[l]$. Multiplying (29) by $y^l/r_>$ from $g$ and by $\frac12$, counting the two orders of $r_1,r_2$, and setting $r_>=r$, $r_<=yr$, $N=2l+1$,

$$e_l\simeq\frac1N\int_0^\infty r\,dr\int_0^1\varphi^2(r,yr)\Big[\frac{y^{N+1}}{N+2}-\frac{y^{N-1}}{N-2}\Big]dy .\tag{30}$$

Put $y=e^{-t}$ and expand $\varphi^2=D(r)+w_1t+\dots$ with $D(r)=\varphi^2(r,r)$. By symmetry the derivative with respect to one argument on the diagonal is $\frac12D'$, so $w_1=-\frac12rD'$, and integration by parts gives $\int rw_1\,dr=\int rD\,dr$. With $\int_0^1y^{p-1}t^n\,dy=n!/p^{\,n+1}$, the constant and the linear term bring the factors

$$\frac1{(N+2)^2}-\frac1{N(N-2)}=-\frac{6N+4}{N(N-2)(N+2)^2}=-\frac6{N^3}+\frac8{N^4}+\dots,\qquad \frac1{(N+2)^3}-\frac1{N^2(N-2)}=-\frac8{N^4}+\dots\tag{31}$$

In each difference the leading powers cancel; the $t^2$ term begins at $N^{-5}$ in the same way. The two $N^{-4}$ terms multiply the same integral $\int rD\,dr$ and cancel each other. With $\lambda=l+\frac12=N/2$ and $6/16=3/8$,

$$e_l=-\frac{3}{8}\,\lambda^{-4}\int_0^\infty\varphi^2(r,r)\,r\,dr\;\big[1+O(\lambda^{-2})\big].\tag{32}$$

The absence of a $\lambda^{-5}$ term is the reason to use $l+\frac12$ and not $l$. For a hydrogenic $1s^2$ pair, $\varphi^2(r,r)=16Z^6r^4e^{-4Zr}$, the integral is $16\cdot5!/4^6$, and the coefficient is $45/256$ for every $Z$.

For pairs with $l_a$ or $l_b$ above zero, the leading term follows from a local argument. Use $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\boldsymbol\rho=\mathbf r_1-\mathbf r_2$, with unit Jacobian and $T_1+T_2=-\frac14\nabla_R^2-\nabla_\rho^2$. Over distances $R/\lambda$ the function $\Phi$ is constant, $1/\rho$ has the Fourier transform $4\pi/\kappa^2$, and $\mathcal A=\kappa^2$, so $e=-\int d^3R\,|\Phi(\mathbf R,\mathbf R)|^2\int d^3\kappa\,(2\pi)^{-3}\,16\pi^2\kappa^{-6}$. The electrons have momenta $\pm\boldsymbol\kappa$ at $\mathbf R$, so each has angular momentum $R\kappa_\perp$, where $\kappa_\perp$ is the component normal to $\mathbf R$. The two values differ by at most $L$, and their mean is identified with

$$\lambda=\tfrac12(l_r+l_s+1).\tag{33}$$

Since the parity of $l_r+l_s$ is fixed, $\lambda$ advances in unit steps. The substitution $\kappa_\parallel=\kappa_\perp\tan\theta$ gives $\int(\kappa_\perp^2+\kappa_\parallel^2)^{-3}d\kappa_\parallel=\kappa_\perp^{-5}\int\cos^4\theta\,d\theta=3\pi/(8\kappa_\perp^5)$. The constants combine as $(2/\pi)(2\pi)(3\pi/8)=3\pi/2$, and $\kappa_\perp^{-4}d\kappa_\perp=R^3\lambda^{-4}d\lambda$, so the increment per unit $\lambda$ is

$$e_\lambda\to-\frac{3\pi}{2}\,\lambda^{-4}\int R^3\,|\Phi(\mathbf R,\mathbf R)|^2\,d^3R .\tag{34}$$

For $s$ shells $|\Phi|^2=D/(16\pi^2R^4)$ and $d^3R=4\pi R^2dR$, which returns the $3/8$ of (32). In general, (6) and (4) give the coalescence value of $|(ab)LM\rangle$ as $\pm P_aP_bR^{-2}\sqrt{[l_a][l_b]/4\pi}\,Y_{LM}$ times the 3j symbol with zero lower row. For $a\ne b$ the two terms of the singlet $\Phi$ are equal at coalescence, which gives $(2/\sqrt2)^2=2$. With the multiplicity $[L]$ from (27), the sum over the channels of equal $\lambda$ tends to $-A\lambda^{-4}$, where

$$A=\frac38\,(2-\delta_{ab})\,[L][l_a][l_b]\begin{pmatrix}l_a&l_b&L\\0&0&0\end{pmatrix}^2\int_0^\infty P_a^2P_b^2\,r\,dr .\tag{35}$$

For $2p^2$ the squared symbols from (9) are $1/3$ for $L=0$ and $2/15$ for $L=2$, so the angular factors are $3$ and $6$ and $A(^1D)=2A(^1S)$.

A triplet $\Phi$ is odd in $\boldsymbol\rho$ and starts as $\mathbf w\cdot\boldsymbol\rho$. The transform of $\mathbf w\cdot\boldsymbol\rho/\rho$ is $i\,\mathbf w\cdot\nabla_\kappa(4\pi/\kappa^2)$, of order $\kappa^{-3}$. The integrand becomes a non-negative function of order $\kappa^{-8}$ in place of $\kappa^{-6}$, and the increments fall as $\lambda^{-6}$. A singlet with odd $l_a+l_b+L$ has $A=0$; it is even and vanishes at coalescence, starts quadratically, and falls as $\lambda^{-8}$. Such a term needs two different shells with $l\ge1$ and does not occur in neon.

The tail beyond the last computed partial wave is estimated channel by channel, that is for each $d=|l_r-l_s|$, where $\lambda=l-d/2+\frac12$. The last four increments are fitted to $-\lambda^{-n}(\alpha+\beta\lambda^{-2})$ with $n=4$ for singlets and $n=6$ for triplets. If $\lambda_0$ is the last value,

$$e_{\rm tail}=-\alpha\,\zeta(n,\lambda_0+1)-\beta\,\zeta(n+2,\lambda_0+1),\qquad\zeta(n,x)=\sum_{j\ge0}(x+j)^{-n}\approx\frac{(x-\frac12)^{1-n}}{n-1},\tag{36}$$

the last form being the midpoint-rule integral. The absence of an odd correction was proved in (31) for singlet $s$ pairs. For the other terms it is an assumed form of fit, and section 9 gives the evidence for it.

The pair energies are now resolved into LS terms, and their decay at large angular momentum supplies a tail estimate, with the even form of the correction proved only for singlet $s$ pairs. It remains to evaluate the formulas for neon, test them numerically, and state their limits.
